# Phonon transmission past one pinned atom in a monatomic chain

An infinite straight chain of equal atoms, mass $m$ and spacing $a$, vibrates along its own axis. Neighbours are joined by harmonic bonds of stiffness $K$. Atom 0 is also tied to a rigid support by a spring of stiffness $k_0$, which adds the energy $k_0u_0^2/2$, where $u_n$ is the displacement of atom $n$. "Pinned" therefore means held by a finite spring, not immobilised. Waves vary in time as $e^{-i\omega t}$, and $\theta=qa$ with $0<\theta<\pi$.

### Part (a)

**Question.** A wave of unit amplitude arrives from the left. Find the amplitudes $t$ and $r$ of the transmitted and reflected waves for general $k_0$.

**Answer.** Newton's law, with $\ddot u_n=-\omega^2u_n$, reads

$$m\omega^2u_n=K(2u_n-u_{n-1}-u_{n+1})+k_0\,\delta_{n0}\,u_0 .$$

Away from atom 0, $u_n=e^{in\theta}$ gives $m\omega^2=K(2-e^{-i\theta}-e^{i\theta})=2K(1-\cos\theta)$. Differentiating, $2m\omega\,d\omega/dq=2Ka\sin\theta$. The group velocity is thus positive for $0<\theta<\pi$, and $e^{in\theta}$ carries energy to the right. We take

$$u_n=e^{in\theta}+r\,e^{-in\theta}\ (n\le0),\qquad u_n=t\,e^{in\theta}\ (n\ge0).$$

Atom 0 has one displacement, so $1+r=t$. Its equation of motion is

$$(2K+k_0-m\omega^2)\,t=K(u_{-1}+u_1).$$

On the left, $2K-m\omega^2=2K\cos\theta$. On the right, with $r=t-1$,

$$u_{-1}+u_1=e^{-i\theta}+(t-1)e^{i\theta}+te^{i\theta}=-2i\sin\theta+2t(\cos\theta+i\sin\theta).$$

The terms $2Kt\cos\theta$ cancel, leaving $(k_0-2iK\sin\theta)\,t=-2iK\sin\theta$. Dividing by $-2iK\sin\theta$ and using $1/(-i)=i$,

$$t=\frac{1}{1+i\beta},\qquad r=t-1=\frac{-i\beta}{1+i\beta},\qquad \beta=\frac{k_0}{2K\sin\theta}.$$

### Part (b)

**Question.** Find the transmitted fraction $T$ of the energy flux, and check energy conservation. Why does the result apply to single phonons?

**Answer.** Atom $n$ pulls atom $n+1$ with force $K(u_n-u_{n+1})$. The power delivered is this force times the velocity $-i\omega u_{n+1}$. For complex amplitudes the time average is

$$J=\tfrac12\mathrm{Re}\left[K(u_n-u_{n+1})(-i\omega u_{n+1})^*\right]=-\tfrac12\omega K\,\mathrm{Im}\left[u_nu_{n+1}^*\right],$$

because the term in $|u_{n+1}|^2$ is purely imaginary inside the bracket and drops out. On the right, $u_nu_{n+1}^*=|t|^2e^{-i\theta}$, so $J=\frac12\omega K|t|^2\sin\theta$. On the left,

$$u_nu_{n+1}^*=e^{-i\theta}+|r|^2e^{i\theta}+\left[r^*e^{i(2n+1)\theta}+r\,e^{-i(2n+1)\theta}\right].$$

The square bracket is a number plus its conjugate, hence real, and $J=\frac12\omega K(1-|r|^2)\sin\theta$. The incident flux has the same prefactor, so

$$T=|t|^2=\frac{1}{1+\beta^2}=\frac{4K^2\sin^2\theta}{4K^2\sin^2\theta+k_0^2},\qquad R=|r|^2=\frac{\beta^2}{1+\beta^2}.$$

For real $k_0$, $T+R=1$.

In quantum mechanics the Heisenberg equations of a harmonic lattice are the same linear equations, with operators in place of $u_n$. The amplitudes $t$ and $r$ carry over. Since a scattered phonon keeps its energy $\hbar\omega$, the energy fraction $T$ is also its transmission probability.

### Part (c)

**Question.** Set $k_0=2K$. Find $T$ at $qa=\pi/2$, decide whether any other wave does better, and explain what happens at both ends of the band.

**Answer.** Now $\beta=1/\sin\theta$. At $\theta=\pi/2$, $\beta=1$ and

$$t=\frac1{1+i}=\frac{1-i}{2},\qquad T=\frac{1+1}{4}=\frac12 .$$

For other waves,

$$T=\frac{\sin^2\theta}{1+\sin^2\theta}=1-\frac1{1+\sin^2\theta},$$

which grows with $\sin^2\theta$. The value one half is therefore the maximum, reached at $\theta=\pi/2$.

For long waves $T\approx(qa)^2$. Neighbouring atoms then move almost together, so the bonds exert little force, while the pin still opposes the full displacement. At $\theta=\pi/12$ this estimate gives 0.069 against the full 0.063. Near $\theta=\pi$ the transmission vanishes again. In the equation $(k_0-2iK\sin\theta)\,t=-2iK\sin\theta$ of part (a), the right side is the drive by the incident wave. It goes to zero with $\sin\theta$, while the pin stiffness $k_0$ stays fixed, so atom 0 hardly moves. In between, $T=0.20$ at $\pi/6$ and $0.33$ at both $\pi/4$ and $3\pi/4$.

A direct test sends a wave packet along a chain of 801 atoms. Its amplitude is Gaussian, $e^{-(n-n_0)^2/(2\cdot30^2)}$, centred 200 atoms to the left of the pin, with mean $qa=\pi/2$. After the collision 0.4999 of the energy is on the right and 0.5001 on the left.

### Part (d)

**Question.** Does the pin with $k_0=2K$ also create a vibration confined to its neighbourhood? If so, does it carry heat?

**Answer.** Try $u_n=\lambda^{|n|}$ with $|\lambda|<1$. Away from the pin, $m\omega^2=K(2-\lambda-1/\lambda)$. At atom 0, $2K+k_0-m\omega^2=2K\lambda$. Eliminating $\omega$,

$$k_0=K(\lambda-1/\lambda)\quad\Rightarrow\quad\lambda^2-2\lambda-1=0 .$$

The root of modulus below one is $\lambda=1-\sqrt2=-0.414$: neighbours move in opposition. The quadratic also gives $1/\lambda=\lambda-2$, so $m\omega^2=K(4-2\lambda)=(2+2\sqrt2)K$. This lies above the band top $4K$, so the mode cannot leak into the chain. All its displacements share one phase up to a sign, so $u_nu_{n+1}^*$ is real and the mean flux of part (b) is zero: the mode carries no heat along the harmonic chain.

### Part (e)

**Question.** Take $m=200$ u, $K=20$ N/m and $a=0.27$ nm, rough values for a heavy-metal atomic wire. Find the frequency and wavelength at $qa=\pi/2$, the band top and the frequency of the confined mode.

**Answer.** The pin has $k_0=40$ N/m. At $qa=\pi/2$, $m\omega^2=2K$, hence

$$f=\frac1{2\pi}\sqrt{\frac{2\times20\ \mathrm{N/m}}{200\ \mathrm u}}=1.75\ \mathrm{THz}\quad(hf=7.2\ \mathrm{meV}),$$

and the wavelength is $4a=1.08$ nm. The band top is $\sqrt2\,f=2.47$ THz, and the confined mode lies at $\sqrt{1+\sqrt2}\,f=2.71$ THz.

### Part (f)

**Question.** Let the pin end on the first atom of a semi-infinite support chain, with mass $M$ and stiffness $K_s$, instead of a rigid wall. Find $T$ at $qa=\pi/2$ for $M=m$ and $K_s=K$, then for $K_s=10K$.

**Answer.** Let the support atoms move as $w_j=w_0\lambda_s^j$, with $M\omega^2=K_s(2-\lambda_s-1/\lambda_s)$. We choose the solution that decays or carries energy away. The end atom obeys

$$M\omega^2w_0=k_0(w_0-u_0)+K_s(1-\lambda_s)w_0 .$$

With $D=K_s(1-\lambda_s)-M\omega^2$ this gives $w_0=k_0u_0/(k_0+D)$. The pin pulls atom 0 with force $-k_0(u_0-w_0)=-k_{\rm eff}u_0$, where

$$k_{\rm eff}=\frac{k_0D}{k_0+D}.$$

Part (a) did not require $k_0$ to be real, so $k_{\rm eff}$ replaces it there.

For $K_s=K$, $\lambda_s=i$ and $M\omega^2=2K$, so $D=-(1+i)K$ and

$$k_{\rm eff}=-2K\,\frac{1+i}{1-i}=-2iK,\qquad t=\frac1{1+i(-2i)/2}=\frac12,\qquad r=-\frac12 .$$

One quarter of the energy is transmitted, one quarter reflected, and half goes into the support. The imaginary spring is a drag: since $u_0=i\dot u_0/\omega$, the force $2iKu_0$ equals $-(2K/\omega)\dot u_0$.

For $K_s=10K$, $\lambda_s+1/\lambda_s=1.8$ gives $\lambda_s=0.9+0.436i$ and $D=(-1-4.36i)K$. Then $k_{\rm eff}=(1.80-0.87i)K$ and $T=R=0.35$, with 0.30 lost. The equality $T=R$ has a simple origin. When the support carries waves, $\mathrm{Re}\,\lambda_s=1-M\omega^2/(2K_s)$, so $\mathrm{Re}\,D=-M\omega^2/2=-K$ for $M=m$. Then $|D|=|2K+D|$, $|k_{\rm eff}|=2K$ and $|r/t|=|k_{\rm eff}|/(2K)=1$. As $K_s\to\infty$ at fixed $M$, $|D|\to\infty$, $k_{\rm eff}\to k_0$, and the rigid result returns.

The packet of part (c), run with a side chain of 800 atoms as support, transmits 0.2498 and 0.3481 in the two cases.

### Part (g)

**Question.** At fixed $qa=\pi/2$ and $k_0=2K$, with a rigid support again, estimate separately the effect of (i) second-neighbour bonds $K_2=0.1K$, (ii) bonds alternating as $K(1\pm0.05)$, and (iii) Morse bonds with range parameter $\alpha=15$ /nm at 4 K and 300 K. Then compare the model with a real wire.

**Answer.** (i) The band becomes $m\omega^2=2K(1-\cos\theta)+2K_2(1-\cos2\theta)$, equal to $2K+4K_2$ at $\theta=\pi/2$. At this frequency there is also a decaying solution $\lambda^{|n|}$ with $\lambda+1/\lambda=-K/K_2=-10$, so $\lambda-1/\lambda=\sqrt{100-4}=9.80$. Write

$$u_n=e^{in\theta}+b\,e^{i\theta|n|}+c\,\lambda^{|n|}.$$

The incident wave solves the unpinned equations everywhere. The other two fail to do so near $n=0$, because $|n|$ replaces $n$ on the left. At atom 1 the misfit comes from the bond to atom $-1$:

$$-K_2\left[2i\,b+(\lambda-1/\lambda)\,c\right]=0\quad\Rightarrow\quad c=-0.204i\,b .$$

At atom 0 the misfit of the decaying wave is $-(\lambda-1/\lambda)[K+K_2(\lambda+1/\lambda)]=0$. That of the outgoing wave is $-2iK$, since $e^{2i\theta}-e^{-2i\theta}=0$. Adding the pin force $k_0(1+b+c)$,

$$k_0(1+b+c)-2iKb=0\quad\Rightarrow\quad b=\frac{-2}{2-2.408i}=\frac{-1}{1-1.204i}.$$

Hence $T=|1+b|^2=1.204^2/(1+1.204^2)=0.59$. The pin acts like a softer spring, $k_0/1.204$.

(ii) The cell now holds two atoms, with amplitudes $A$ and $B$, and the phase per cell is $2qa=\pi$. The two bonds of an atom then act with opposite signs: $m\omega^2A=2KA-2dKB$ and $m\omega^2B=2KB-2dKA$, with $d=0.05$. So $m\omega^2=2K(1\pm d)$, and a gap opens from 1.70 to 1.79 THz. The former frequency, 1.75 THz, lies inside it, where no wave travels. At this frequency the result therefore needs equal bonds. Well outside the narrow gap waves still travel, and the pin transmits nearly as much as before.

(iii) For $V=V_0(1-e^{-\alpha x})^2$, with $K=2V_0\alpha^2$, the force is proportional to $e^{-\alpha x}-e^{-2\alpha x}$ and $V''=K(2e^{-2\alpha x}-e^{-\alpha x})$. Let the stretch $x$ be Gaussian with mean $x_0$ and variance $s^2$, so that $\langle e^{-p\alpha x}\rangle=e^{-p\alpha x_0+p^2\alpha^2s^2/2}$. Zero mean force requires equal averages for $p=1$ and $p=2$, hence $\alpha x_0=\frac32\alpha^2s^2$. Both averages equal $e^{-\alpha^2s^2}$, and $\langle V''\rangle=Ke^{-\alpha^2s^2}$.

Summing the thermal variance of each harmonic mode, weighted by $|e^{iqa}-1|^2=4\sin^2(qa/2)$, gives

$$s^2=\frac{\hbar}{2m}\int_0^\pi\frac{d\theta}{\pi}\,\frac{4\sin^2(\theta/2)}{\omega}\coth\frac{\hbar\omega}{2k_BT_{\rm w}},$$

with $T_{\rm w}$ the wire temperature. At 300 K, $s=14.4$ pm, $\alpha s=0.217$, and the mean stiffness is $0.954K$. This uses the harmonic variance; the Boltzmann distribution in the Morse well is skewed and wider, about 17 pm, so only $0.95K$ is meaningful. With the pin kept at 40 N/m, $T=1/(1+0.954^{-2})=0.48$. At 4 K, $s=5.1$ pm and $T=0.497$. This estimate averages the curvature only. The cubic part of the Morse potential also couples phonons to one another, and this matters more. To second order it lowers the stiffness felt at $qa=\pi/2$ by about $4.5\,\alpha^2s^2K$, against $\alpha^2s^2K$ from the averaged curvature, and it acts through zero-point motion too. At 4 K the stiffness is then about $0.97K$, and $T$ is near 0.48 rather than 0.497. At 300 K second order overstates the shift. The stiffness read from the phonon frequency is roughly $0.89K$, which in the harmonic formula gives $T\approx0.44$. The phonon line is then about a quarter of its frequency wide, so a phonon scatters within a few spacings and a coherent $T$ is only a rough guide. The chosen values also make the well only $V_0=K/(2\alpha^2)=0.28$ eV deep: the Morse form serves here for small stretches, not for the strength of a real wire.

**The real wire.** A wire of only a few atoms has a length comparable with the 1.08 nm wavelength. For such a wire the infinite leads are an idealisation whose effect is not sized here. The stiffness and mass are rough, and a pin twice as stiff as a bond is a strong attachment. Among the corrections sized here that leave a travelling wave, the moving support is the largest for the values chosen: it lowers $T$ from 0.50 to 0.25 or 0.35 for the two supports of part (f). These figures hold only for a support that is itself a chain of atoms of mass $m$. The surface atom of a real, three-dimensional support responds differently to the pin, so they fix neither the size nor the sign of the change in $T$ for a real wire. In a metal, electrons also carry heat, which $T$ does not count. The full set of values is in the numerical output below.

## Calculated quantities

```
atomic mass m = 200 u
bond stiffness K = 20 N/m
pin stiffness k0 = 40 N/m
spacing a = 0.27 nm
wavelength at qa = pi/2: 1.08 nm
frequency at qa = pi/2: 1.747 THz
phonon energy at qa = pi/2: 7.22 meV
top of band: 2.470 THz
localized mode: 2.714 THz
localized mode, neighbour amplitude ratio: -0.4142
t at qa = pi/2: 0.5000 -0.5000 i
r at qa = pi/2: -0.5000 -0.5000 i
transmission at qa = pi/12: 0.0628
transmission at qa = pi/6: 0.2000
transmission at qa = pi/4: 0.3333
transmission at qa = pi/2: 0.5000
transmission at qa = 3pi/4: 0.3333
wave packet at pi/2, transmitted energy: 0.4999
wave packet at pi/2, reflected energy: 0.5001
wave packet at pi/4, transmitted energy: 0.3338
support chain Ks/K = 1, M/m = 1: effective k0/K = 0.000 -2.000 i
support chain Ks/K = 1, M/m = 1: transmitted 0.2500, reflected 0.2500, lost to support 0.5000
support chain Ks/K = 1, M/m = 1: packet transmitted 0.2498, reflected 0.2502
support chain Ks/K = 10, M/m = 1: effective k0/K = 1.800 -0.872 i
support chain Ks/K = 10, M/m = 1: transmitted 0.3482, reflected 0.3482, lost to support 0.3036
support chain Ks/K = 10, M/m = 1: packet transmitted 0.3481, reflected 0.3483
second-neighbour stiffness K2/K = 0.10
transmission at pi/2 with K2: 0.5918
wave packet with K2, transmitted energy: 0.5916
bond alternation d = 0.05
gap at qa = pi/2: 1.702 to 1.790 THz
Morse range parameter alpha = 15 /nm
at 4 K: rms bond stretch 5.11 pm, mean stiffness/K 0.9941, transmission 0.4971
at 300 K: rms bond stretch 14.44 pm, mean stiffness/K 0.9542, transmission 0.4766
```
